The D3 Dispersion Gradient in Two Quadratic-Cost Passes, part 2

We seek the gradient of the D3 dispersion energy of a finite molecule of N atoms, with all pairs included and the three-body term left out. Atomic units are used (hartree, bohr). The energy is

E = −Σ_{A<B} C6_AB g_AB.

The damped factor g_AB depends only on the distance R_AB. C6_AB is interpolated between reference systems according to the coordination numbers CN_A and CN_B. On a plateau, one reference dominates and C6 hardly changes. The coordination numbers are

CN_A = Σ_{B≠A} γ_AB,

γ_AB = 1/(1 + exp[−k1(k2 ρ_AB/R_AB − 1)]),

with k1 = 16, k2 = 4/3 and ρ_AB the sum of covalent radii. We write y = k1(k2 ρ/R − 1). A prime means a derivative with respect to distance:

γ′_AB = −γ_AB(1 − γ_AB) k1 k2 ρ_AB/R_AB².

The response to coordination at fixed distances is

G_A = −Σ_{B≠A} g_AB ∂C6_AB/∂CN_A.

The coefficient of dR_AB in dE is

F_AB = −C6_AB g′_AB + (G_A + G_B) γ′_AB,

whose two parts are the direct term and the coordination term. With e_AB = (r_A − r_B)/R_AB, the gradient is

∇_A E = Σ_{B≠A} [−C6_AB g′_AB + (G_A + G_B) γ′_AB] e_AB.

The direct expansion instead visits, for each pair, all neighbours of both atoms, which gives N(N − 1)² contributions. It contains cross terms such as

∂E_14/∂R_13 = −g_14 (∂C6_14/∂CN_1) γ′_13,

where E_14 is the energy of the pair 1–4.

The example has four atoms of model species X and Y, with covalent radii 2 and 1 bohr. X1 is at the origin; Y2, Y3 and X4 are on the positive x, y and z axes at 3.4, 3.8 and 7 bohr. It uses Becke–Johnson damping with s6 = s8 = 1, a1 = 0.4, a2 = 4 bohr, Q_X = 9 bohr² and Q_Y = 4 bohr². The reference coordination numbers are 0, 1, 2 for X and 0, 1 for Y.

Q: You have treated all the distances as independent. In a large molecule they are not.

A: The derivation does not require independence. E is written as a function of the distances, and the distances are functions of the positions. The chain rule holds for this composition whether or not the distances can be varied separately.

Independence matters for the meaning of F_AB. A nonlinear molecule has 3N − 6 internal degrees of freedom and N(N − 1)/2 distances. For four atoms both numbers are six, and if the atoms do not lie in one plane the six distances can be varied separately. F_AB is then the slope of the energy when one distance changes and the other five stay fixed. For five atoms there are ten distances and nine degrees of freedom, so F_AB belongs to the chosen way of writing E. The Cartesian gradient remains unique.

Q: What precisely does a program do, and in which order?

A: It first computes all coordination numbers, which takes one sweep over pairs. The energy needs that sweep anyway. The gradient then takes two passes.

Pass one visits each pair, evaluates C6_AB, its two slopes, g_AB and g′_AB, and makes these updates:

G_A ← G_A − g_AB ∂C6_AB/∂CN_A
G_B ← G_B − g_AB ∂C6_AB/∂CN_B
∇_A E ← ∇_A E − C6_AB g′_AB e_AB
∇_B E ← ∇_B E + C6_AB g′_AB e_AB

Pass two visits each pair again, evaluates γ′_AB and makes these updates:

∇_A E ← ∇_A E + (G_A + G_B) γ′_AB e_AB
∇_B E ← ∇_B E − (G_A + G_B) γ′_AB e_AB

Each pass has N(N − 1)/2 pair steps. Apart from the positions and coordination numbers, it suffices to store one G and one gradient vector per atom. "Two passes" refers to the gradient work; with the sweep for the coordination numbers there are three sweeps in all.

Q: Is the saving visible at modest sizes?

A: The numerical check counts evaluations of two routines during execution, the one for C6 with its slopes and the one for γ′. For 12 atoms the two-pass method makes 132 calls and the direct expansion 1518. For 24 atoms the numbers are 552 and 12972. Doubling the number of atoms multiplies the first count by 4.2 and the second by 8.5, close to the factors 4 and 8 of quadratic and cubic growth. These are counts of calls, not running times, and they omit the sweep for the coordination numbers, which both methods share. The two gradients agree.

Q: Pass two looks wasteful. While I am at a pair in pass one, G_A and G_B already have values. Why not use them at once?

A: Because they are incomplete. Suppose the pairs of the example are visited in the order 1–2, 1–3, 1–4, 2–3, 2–4, 3–4. At the pair 1–3, G_1 contains the contributions of 1–2 and 1–3, which add to 483.7 microhartree. G_3 contains that of 1–3 alone, 353.1 microhartree. The premature term would be

(483.7 + 353.1) × (−0.9327) = −780.5 microhartree/bohr,

whereas the completed values give

(862.2 + 467.3) × (−0.9327) = −1240 microhartree/bohr.

The difference is 460 microhartree/bohr. The largest error in any gradient component from this faulty single sweep is also 460 microhartree/bohr, about 40 % of the largest component of the correct gradient.

Part of the second pass could be avoided. The term G_A Σ_B γ′_AB e_AB needs one vector per atom, which can be accumulated early and multiplied by G_A at the end. The companion term Σ_B G_B γ′_AB e_AB needs the finished G of every neighbour. One must revisit the pairs or store a quantity for each of them.

Q: Your coordination term for 1–3 is −1240 microhartree/bohr. How large is the ordinary attraction in the same pair?

A: Much smaller here. With g′_13 = −4.674 × 10⁻⁶ bohr⁻⁷,

−C6_13 g′_13 = 21.10 × 4.674 × 10⁻⁶ hartree/bohr = 98.6 microhartree/bohr.

The sum is F_13 = 98.6 − 1240.1 = −1141 microhartree/bohr. The negative sign means that the dispersion energy falls when this bond is stretched with the other distances fixed. The term pushes the two atoms apart.

Q: A repulsive dispersion force? That sounds like a sign error.

A: The signs can be followed. Each pair energy is negative, and at fixed C6 stretching a bond weakens it. But stretching also removes coordination, since γ′ < 0. In these tables every C6 falls as coordination rises, so the lost coordination raises C6 for every pair containing X1 or Y3, and G_1 and G_3 are positive. The product (G_1 + G_3)γ′_13 is therefore negative, and here it outweighs the direct term.

This is a result for this model at a half-broken bond, not a general property of dispersion. The pair 1–2 shows how it depends on the position along the count. There G_1 + G_2 = 956.7 microhartree, but γ′_12 = −0.2930 bohr⁻¹, so the coordination term is −280 microhartree/bohr. The direct term is 55, and F_12 = −226 microhartree/bohr. For the distant pair 1–4 the direct term dominates, 900 against −34, and the pair attracts.

In a full calculation these contributions are added to the forces of the underlying electronic-structure method, which the example does not contain.

Q: Then assemble the gradient of X1.

A: Y2, Y3 and X4 lie on the positive axes, so e_12, e_13 and e_14 point along −x, −y and −z. Multiplying by the coefficients gives

∇_1 E = −F_12 x̂ − F_13 ŷ − F_14 ẑ
= (226, 1141, −866) microhartree/bohr.

Its length is √(226² + 1141² + 866²) = 1450 microhartree/bohr, or 74.6 meV/Å, the largest atomic gradient in the example. The force has the opposite direction: X1 is pushed away from Y2 and Y3 and drawn towards X4. The total dispersion energy is −3478 microhartree, or −9.13 kJ/mol.

Q: What would I have obtained by freezing the coordination numbers?

A: For X1, (−55, −99, −900) microhartree/bohr. The x and y components have the wrong sign. Over all four atoms the largest component error is 1240 microhartree/bohr, which exceeds the largest component of the correct gradient, 1141. A geometry optimizer given this vector would not be following the slope of the energy it reports.

The frozen gradient does become correct in certain limits. If every reference table is constant, the covariances vanish and G = 0. If each atom sits on a plateau of its table, G is small. If every bond is either fully formed or absent, the slopes γ′ are small. In the first case the energy is exactly a sum of pair potentials; in the other two it behaves locally like one only approximately. A small G can still matter at a stretched bond, where γ′ is large. At the distances of the example, with the CN arguments set to the reference values 2, 1, 1 and 0, G_1 and G_3 fall to 89 and 57 microhartree, yet the coordination term of the pair 1–3, −136 microhartree/bohr, still outweighs the direct term of 90. At bond lengths the damped direct term is small as well, so a small slope, such as γ′ = −0.034 bohr⁻¹ for an X–Y pair at R = ρ, need not be negligible beside it.

Q: With coefficients that depend on other atoms, can you still guarantee that the molecule does not push or spin itself?

A: Yes. Pair AB contributes F_AB e_AB to the gradient of A and −F_AB e_AB to that of B, so its net contribution is zero. Its contribution to the torque is proportional to

r_A × F_AB e_AB − r_B × F_AB e_AB = F_AB (r_A − r_B) × e_AB = 0,

because e_AB is parallel to r_A − r_B. The value of F_AB is irrelevant to either argument. This also means that vanishing total force cannot reveal a missing coordination term: the frozen gradient passes the same check.

Q: What check would reveal it?

A: Displace each atom slightly, recompute the coordination numbers and the energy from their definitions, and take differences. In the numerical check the largest deviation from the two-pass gradient is 3 × 10⁻¹³ hartree/bohr for the example, against components of up to 10⁻³. Tests with zero damping and with an irregular cluster of 12 atoms also pass. The slopes of γ and C6, the values of G, the coefficients F_AB and the cross term ∂E_14/∂R_13 are tested separately by differences.

Q: You noted that the count never quite reaches zero. Does that leave a strange force at long range?

A: Formally, yes. For large R the coordination term falls as 1/R² if G_A + G_B tends to a nonzero constant, which happens when A or B keeps nearby partners, while the direct term falls as 1/R⁷. The slower one must then eventually win. For two isolated atoms G itself falls as g, like 1/R⁶, so the coordination term falls as 1/R⁸ and does not win. Take the values of the pair 1–3, G_1 + G_3 = 1.33 × 10⁻³ hartree and C6 = 21 hartree bohr⁶, and hold them fixed while R grows. At R = 90 bohr, y = 16(4/90 − 1) = −15.29 and γ = 2.3 × 10⁻⁷, so the coordination term has size 1.33 × 10⁻³ × 2.3 × 10⁻⁷ × 64/90² = 2.4 × 10⁻¹² hartree/bohr, while the direct term is 6 × 21/90⁷ = 2.6 × 10⁻¹² hartree/bohr. With these fixed values the two terms become equal in size near 90 bohr. If Y3 is actually pulled away, X1 moves towards a plateau of its table, G_1 + G_3 falls to about 1.6 × 10⁻⁴ hartree, and the two terms of the pair 1–3 meet only slightly beyond 160 bohr. The tail is an artefact of the counting function and is negligible at this size.

Q: When does the formula fail, and what about the three-body term?

A: As written it cannot be evaluated for coincident atoms, where e_AB is undefined. With Becke–Johnson damping, however, F_AB tends to zero as R_AB → 0, since the direct term vanishes as R⁵ and γ′ vanishes exponentially. The same holds for zero damping, where the direct term vanishes as R⁷ for the exponents 14 and 16. The gradient then has a limit, obtained by leaving out the term of that pair. A sharp distance cutoff makes the energy jump when a pair crosses it, and no gradient describes the jump. Away from the crossing, the gradient must use the same pair lists as the energy, both for the counts and for the pair terms.

A three-body energy that depends on distances and coordination numbers fits the same scheme. Its derivatives ∂E/∂CN_A are added to G_A before pass two, and its derivatives at fixed CN are added to the gradient. Pass two is unchanged. The sum over triples itself costs N³, however, so the quadratic cost derived here belongs to the two-body energy.

Numbers as computed

```
k1=16, k2=1.333333, k3=4 (dimensionless)
BJ: s6=1, s8=1, a1=0.4, a2=4 bohr
zero: sr6=1.2, sr8=1, alpha=14,16
zero radii (bohr): {'XX': 6.0, 'XY': 5.0, 'YY': 4.0}
covalent radii (bohr): {'X': 2.0, 'Y': 1.0}
Q (bohr^2): {'X': 9.0, 'Y': 4.0}
reference CN: {'X': [0.0, 1.0, 2.0], 'Y': [0.0, 1.0]}
reference C6 XX (hartree bohr^6): [[200.0, 160.0, 130.0], [160.0, 130.0, 105.0], [130.0, 105.0, 85.0]]
reference C6 XY (hartree bohr^6): [[40.0, 28.0], [32.0, 23.0], [26.0, 19.0]]
reference C6 YY (hartree bohr^6): [[7.0, 5.0], [5.0, 3.6]]
X1 position (bohr): [0.0, 0.0, 0.0]
Y2 position (bohr): [3.4, 0.0, 0.0]
Y3 position (bohr): [0.0, 3.8, 0.0]
X4 position (bohr): [0.0, 0.0, 7.0]
pair: R/bohr, count, count'/bohr^-1, g/bohr^-6, g'/bohr^-7
1-2: 3.4000 0.943934 -0.292996 4.39474e-05 -2.72969e-06
1-3: 3.8000 0.698908 -0.932678 4.24899e-05 -4.67418e-06
1-4: 7.0000 0.021678 -0.036934 9.48870e-06 -6.62605e-06
2-3: 5.0990 0.000484 -0.000794 3.41246e-05 -1.80783e-05
2-4: 7.7820 0.000420 -0.000443 5.13799e-06 -3.78097e-06
3-4: 7.9649 0.000347 -0.000350 4.49409e-06 -3.27231e-06
CN of atoms 1..4: 1.66452 0.94484 0.69974 0.02245
pair: C6, dC6/dCN_A, dC6/dCN_B (hartree bohr^6); E (microhartree)
1-2: 20.0515 -5.4118 -1.5987; -881.212
1-3: 21.0951 -5.7870 -8.3112; -896.328
1-4: 135.7860 -39.8917 -4.3753; -1288.432
2-3: 3.8771 -0.3233 -1.5861; -132.306
2-4: 28.2232 -2.5705 -0.8535; -145.011
3-4: 29.9012 -13.3638 -0.9243; -134.379
G of atoms 1..4 (microhartree): 862.244 94.495 467.326 50.055
pair dE/dR: fixed-CN, via CN, total (microhartree/bohr)
1-2: 54.734 -280.321 -225.587
1-3: 98.602 -1240.060 -1141.458
1-4: 899.726 -33.695 866.030
2-3: 70.092 -0.446 69.646
2-4: 106.711 -0.064 106.647
3-4: 97.846 -0.181 97.665
atom gradient x y z (microhartree/bohr): full | frozen CN
1: 225.587 1141.458 -866.030 | -54.734 -98.602 -899.726
2: -132.553 -51.903 -95.930 | 148.094 -52.236 -95.988
3: -46.440 -1042.960 -85.833 | -46.737 197.519 -85.992
4: -46.595 -46.595 1047.793 | -46.623 -46.681 1081.705
total E: -3477.667 microhartree = -9.1306 kJ/mol
largest atomic gradient: atom 1, 1450.457 microhartree/bohr = 74.585 meV/angstrom
dE_14/dR_13: -353.037 microhartree/bohr
max errors (hartree/bohr): full, frozen CN, premature G: 2.6e-13 1.240e-03 4.596e-04
max errors (hartree/bohr): zero damping, 12-atom cluster: 5.9e-14 1.6e-13
12 atoms, kernel calls: two-pass 132, direct 1518
24 atoms, kernel calls: two-pass 552, direct 12972
count at infinite distance: 1.1254e-07
```
